**Lens bounds for a two-phase composite: numerical tests and a wet low-k film**

The program tests the statement that the effective permittivity along a fixed direction lies in the intersection of two discs when the phase permittivities `eps1`, `eps2` have a nonreal ratio and the volume fractions `f1`, `f2` are known. Both circles pass through the arithmetic and harmonic means; one also passes through `eps1`, the other through `eps2`. It asserts that direct finite-element solutions agree with the spectral and parallel-column formulas and lie in the lens. Linear programming over probability measures reproduces the lens boundary in 24 directions, with a largest gap of about 3e-6. Explicit layered-column geometries approach one chosen point on each arc, and a coated-sphere boundary-value problem gives the predicted point on the `eps2` arc. For a skeleton with 10 % water at 20 GHz, the corners are 3.32 + 0.046i and 6.83 + 3.68i. The output also sizes neglected effects from rough inputs; bound water at the pore walls changes the result most among those evaluated.

## Numerical check

```python
"""Lens bound on the complex permittivity of a two-phase composite.

Result under test: with phases eps1, eps2 (ratio not real) at volume fractions
f1, f2, the effective permittivity along any fixed real direction lies in the
intersection of two discs. Both circles pass through the arithmetic and the
harmonic mean; one also passes through eps1, the other through eps2.
Equivalent form: eps_eff = average of h(z) over a probability measure on [0,1]
with mean z = f2, where h(z) = 1/((1-z)/eps1 + z/eps2).
Here phase 1 is water in pores and phase 2 is the solid skeleton.
Time factor exp(-i w t): loss means a positive imaginary part.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.optimize import linprog
from scipy import constants as const

# ---------- inputs: rough typical values ----------
frequency = 20e9                     # Hz
omega = 2 * np.pi * frequency


def debye(static, high, tau):
    return high + (static - high) / (1 - 1j * omega * tau)


water_static, water_high, water_tau = 78.0, 5.0, 8e-12
eps1 = debye(water_static, water_high, water_tau)
eps2 = 3.0 + 0.03j
f1 = 0.10
f2 = 1 - f1


# ---------- derived formulas ----------
def denominator(z):
    return (1 - z) * eps2 + z * eps1


def series_stack(z):
    return 1 / ((1 - z) / eps1 + z / eps2)


def arc_water(t):                    # f2 <= t <= 1, continued through eps1
    return eps1 + f2 * eps1 * (eps2 - eps1) / denominator(t)


def arc_skeleton(t):                 # 0 <= t <= f2, continued through eps2
    return eps2 + f1 * eps2 * (eps1 - eps2) / denominator(t)


def circle(p, q, r):
    w = (r - p) / (q - p)
    centre = p + (q - p) * (w - abs(w)**2) / (2j * w.imag)
    return centre, abs(p - centre)


arithmetic = f1 * eps1 + f2 * eps2
harmonic = 1 / (f1 / eps1 + f2 / eps2)
centre1, radius1 = circle(arithmetic, harmonic, eps1)
centre2, radius2 = circle(arithmetic, harmonic, eps2)


def in_lens(e, slack=1e-8):
    return ((abs(e - centre1) <= radius1 + slack)
            & (abs(e - centre2) <= radius2 + slack))


arc1 = arc_water(np.linspace(f2, 1, 4001))
arc2 = arc_skeleton(np.linspace(0, f2, 4001))
boundary = np.concatenate([arc1, arc2])
assert np.max(abs(abs(arc1 - centre1) - radius1)) < 1e-8
assert np.max(abs(abs(arc2 - centre2) - radius2)) < 1e-8
assert abs(arc1[0] - harmonic) < 1e-10 and abs(arc1[-1] - arithmetic) < 1e-10
assert abs(arc2[-1] - harmonic) < 1e-10 and abs(arc2[0] - arithmetic) < 1e-10


# ---------- periodic finite elements (linear triangles, square cells) ----------
def gradient_matrix(nx, ny):
    node = np.arange(nx * ny).reshape(nx, ny)
    right, up = np.roll(node, -1, 0), np.roll(node, -1, 1)
    diagonal = np.roll(right, -1, 1)
    n = nx * ny
    rows = np.tile(np.arange(n), 2)
    signs = np.repeat([1.0, -1.0], n)

    def difference(a, b):
        cols = np.concatenate([a.ravel(), b.ravel()])
        return sp.csr_matrix((signs, (rows, cols)), shape=(n, n))

    return sp.vstack([difference(right, node), difference(up, node),
                      difference(diagonal, up),
                      difference(diagonal, right)]).tocsr()


def uniform_field(n, angle):
    return np.repeat([np.cos(angle), np.sin(angle)] * 2, n)


def solve_composite(wet, angle, e_wet, e_dry):
    n = wet.size
    grad = gradient_matrix(*wet.shape)
    field = uniform_field(n, angle)
    eps = np.tile(np.where(wet, e_wet, e_dry).ravel(), 4)
    stiffness = (grad.T @ sp.diags(eps) @ grad).tocsc()
    load = -(grad.T @ (eps * field))
    potential = np.zeros(n, dtype=eps.dtype)
    potential[1:] = spsolve(stiffness[1:, 1:], load[1:])
    return np.sum(field * eps * (field + grad @ potential)) / (2 * n)


# Spectral and column representations against direct solutions
rng = np.random.default_rng(4)
size = 10
grad_dense = gradient_matrix(size, size).toarray()
projector = grad_dense @ np.linalg.pinv(grad_dense.T @ grad_dense,
                                        rcond=1e-10) @ grad_dense.T
spectral_error = 0.0
sample_values = []
for sample in range(6):
    wet = np.zeros((size, size), dtype=bool)
    if sample % 2:
        wet[3, 1:7] = True           # elongated pore plus scattered ones
    free = np.flatnonzero(~wet.ravel())
    wet.ravel()[rng.choice(free, 10 - wet.sum(), replace=False)] = True
    rows = np.flatnonzero(np.tile(wet.ravel(), 4))
    values, vectors = np.linalg.eigh(projector[np.ix_(rows, rows)])
    assert values.min() > -1e-9 and values.max() < 1 + 1e-9
    for angle in (0.0, np.pi / 2, 0.65):
        direct = solve_composite(wet, angle, eps1, eps2)
        field = uniform_field(size**2, angle)[rows]
        mass = (vectors.T @ field)**2 / (2 * size**2)
        assert abs(mass.sum() - f1) < 1e-10
        regular = values < 1 - 1e-8
        assert mass[~regular].sum() < 1e-12
        z, m = values[regular], mass[regular]
        s = eps2 / (eps2 - eps1)
        spectral = eps2 * (1 - np.sum(m / (s - z)))
        weight = m / (1 - z)
        spare = 1 - weight.sum()
        assert spare > -1e-9
        columns = np.sum(weight * series_stack(z)) + spare * eps2
        spectral_error = max(spectral_error, abs(direct - spectral),
                             abs(direct - columns))
        assert in_lens(direct)
        sample_values.append(direct)
        real_case = solve_composite(wet, angle, 40.0, 3.0)
        assert 1 / (f1 / 40 + f2 / 3) - 1e-9 < real_case
        assert real_case < f1 * 40 + f2 * 3 + 1e-9
assert spectral_error < 1e-7

# Lens against linear programming over all measures with mean z = f2
z_grid = np.linspace(0, 1, 1001)**2
h_grid = series_stack(z_grid)
box = (rng.uniform(boundary.real.min(), boundary.real.max(), 4000)
       + 1j * rng.uniform(boundary.imag.min(), boundary.imag.max(), 4000))
inside = box[in_lens(box, 0.0)]
assert inside.size > 50
support_error = 0.0
for theta in np.linspace(0, 2 * np.pi, 24, endpoint=False):
    turn = np.exp(-1j * theta)
    lp = linprog(-(turn * h_grid).real,
                 A_eq=np.vstack([np.ones_like(z_grid), z_grid]),
                 b_eq=[1.0, f2], method="highs")
    assert lp.status == 0
    support_error = max(support_error,
                        abs(-lp.fun - (turn * boundary).real.max()))
    assert (turn * inside).real.max() < -lp.fun + 1e-3
assert support_error < 1e-3          # second-order error of the z grid

# Random mixtures of columns stay in the lens
for trial in range(2000):
    low, high = rng.uniform(0, f2, 3), rng.uniform(f2, 1, 3)
    share = (high - f2) / (high - low)
    pair = share * series_stack(low) + (1 - share) * series_stack(high)
    assert in_lens(np.dot(rng.dirichlet([0.5] * 3), pair))

# Every arc point has a supporting line: the four functions span the cubics
delta = eps1 - eps2
square = np.array([abs(eps2)**2, 2 * (np.conj(eps2) * delta).real,
                   abs(delta)**2])
linear = eps1 * eps2 * np.conj(np.array([eps2, delta]))
basis = np.zeros((4, 4))
basis[:3, 0], basis[1:, 1] = square, square
basis[:2, 2], basis[:2, 3] = linear.real, linear.imag
assert np.linalg.matrix_rank(basis) == 4
for t, cubic, end in ((0.95, [0, 0.95**2, -1.9, 1], 0.0),
                      (0.30, [0.09, -0.69, 1.6, -1], 1.0)):
    a, b, p, q = np.linalg.solve(basis, np.array(cubic))

    def gap(x):
        h = series_stack(x)
        return a + b * x + p * h.real + q * h.imag

    assert gap(z_grid).min() > -1e-10
    assert abs(gap(t)) < 1e-10 and abs(gap(end)) < 1e-10


# The arcs are reached by real geometries: wide columns of thin layers
def column_geometry(kind, scale):
    if kind == "skeleton":           # layered columns beside pure skeleton
        wet = np.zeros((40 * scale, 8), dtype=bool)
        wet[:16 * scale, :2] = True
    else:                            # layered columns beside pure water
        wet = np.zeros((100 * scale, 16), dtype=bool)
        wet[:, 0] = True
        wet[:4 * scale, :] = True
    assert abs(wet.mean() - f1) < 1e-12
    return wet


reached = {}
for kind, scale, target in (("skeleton", 4, arc_skeleton(0.75)),
                            ("water", 8, arc_water(15 / 16))):
    coarse, fine = [solve_composite(column_geometry(kind, k), np.pi / 2,
                                    eps1, eps2) for k in (scale, 2 * scale)]
    limit = 2 * fine - coarse        # edge effect falls as 1/width
    assert in_lens(coarse) and in_lens(fine)
    assert abs(limit - target) < 1e-3
    assert abs(fine - target) < 0.6 * abs(coarse - target)
    reached[kind] = (fine, limit, target)


# ---------- coated sphere from its boundary conditions ----------
def coated_sphere(core, shell, core_fraction):
    """Permittivity of the medium in which the sphere leaves the field uniform."""
    a3 = core_fraction
    system = np.array([[1, -1, -1 / a3],
                       [core, -shell, 2 * shell / a3],
                       [0, 1, 1]], dtype=complex)
    _, uniform, dipole = np.linalg.solve(system, [0, 0, 1])
    return shell * (uniform - 2 * dipole)


spheres = coated_sphere(eps1, eps2, f1)
assert abs(spheres - arc_skeleton(f2 / 3)) < 1e-10
dry = coated_sphere(1.0, eps2, f1)

# ---------- sizes of neglected effects, rough inputs ----------
pore_diameter, wall_layer, film = 2.0, 0.3, 50.0        # nm
bound_eps = 5.0
core_share = (1 - 2 * wall_layer / pore_diameter)**3
filler = coated_sphere(eps1, bound_eps, core_share)
spheres_bound = coated_sphere(filler, eps2, f1)
arithmetic_bound = (f1 * (core_share * eps1 + (1 - core_share) * bound_eps)
                    + f2 * eps2)
hot_water = debye(62.0, 5.0, 3.5e-12)                   # near 350 K
arithmetic_hot = f1 * hot_water + f2 * eps2
spheres_hot = coated_sphere(hot_water, eps2, f1)
porosity_shift = 0.01 * (eps1 - eps2)
conductivity = 0.01                                     # S/m
ionic = conductivity / (omega * const.epsilon_0)
voltage = 1.0
applied = voltage / (film * 1e-9)                       # V/m
orientation = 6.2e-30 * applied / (const.k * 300)
saturation = 1 - 3 * (1 / np.tanh(orientation) - 1 / orientation) / orientation
retardation = omega * film * 1e-9 * abs(np.sqrt(eps1)) / const.c


def show(label, value, unit="relative"):
    if isinstance(value, (complex, np.complexfloating)):
        text = f"{value.real:.4f} {value.imag:+.4f} i"
    else:
        text = f"{value:.4g}"
    print(f"{label}: {text} [{unit}]")


loss = boundary.imag / boundary.real
show("frequency", frequency / 1e9, "GHz")
show("water: static permittivity", water_static)
show("water: high-frequency permittivity", water_high)
show("water: relaxation time", water_tau * 1e12, "ps")
show("water permittivity eps1", eps1)
show("skeleton permittivity eps2", eps2)
show("water volume fraction f1", f1, "1")
show("arithmetic-mean corner", arithmetic)
show("harmonic-mean corner", harmonic)
show("circle through eps1: centre", centre1)
show("circle through eps1: radius", radius1)
show("circle through eps2: centre", centre2)
show("circle through eps2: radius", radius2)
show("lens: smallest real part", boundary.real.min())
show("lens: largest real part", boundary.real.max())
show("lens: smallest imaginary part", boundary.imag.min())
show("lens: largest imaginary part", boundary.imag.max())
show("lens: smallest loss tangent", loss.min(), "1")
show("lens: largest loss tangent", loss.max(), "1")
show("flooded spherical pores (on eps2 arc, t=f2/3)", spheres)
show("same pores filled with air", dry)
show("finite elements, sample 1, along x", sample_values[0])
show("finite elements, sample 1, along y", sample_values[1])
show("finite elements, long pore, across it", sample_values[3])
show("finite elements, long pore, along it", sample_values[4])
show("largest gap direct/spectral/column", spectral_error)
show("largest gap lens/linear programme", support_error)
for kind, t in (("skeleton", 0.75), ("water", 15 / 16)):
    fine, limit, target = reached[kind]
    show(f"{kind} arc, t={t}: widest columns", fine)
    show(f"{kind} arc, t={t}: wide-column limit", limit)
    show(f"{kind} arc, t={t}: formula", target)
show("pore diameter", pore_diameter, "nm")
show("bound-water layer", wall_layer, "nm")
show("bound-water permittivity", bound_eps)
show("bound share of pore water", 1 - core_share, "1")
show("spherical pores with bound water", spheres_bound)
show("arithmetic mean with bound water", arithmetic_bound)
show("water near 350 K", hot_water)
show("arithmetic corner near 350 K", arithmetic_hot)
show("spherical pores near 350 K", spheres_hot)
show("arithmetic corner shift for +0.01 in f1", porosity_shift)
show("ionic conductivity of water", conductivity, "S/m")
show("ionic addition to Im eps1", ionic)
show("film thickness", film, "nm")
show("applied field at 1 V", applied / 1e8, "MV/cm")
show("dipole energy / thermal energy at 300 K", orientation, "1")
show("fractional loss of orientation response", saturation, "1")
show("retardation: film thickness x |k| in water", retardation, "1")
show("pore diameter / film thickness", pore_diameter / film, "1")
print("PASS")
```

Running it gives:

```
frequency: 20 [GHz]
water: static permittivity: 78 [relative]
water: high-frequency permittivity: 5 [relative]
water: relaxation time: 8 [ps]
water permittivity eps1: 41.3067 +36.4995 i [relative]
skeleton permittivity eps2: 3.0000 +0.0300 i [relative]
water volume fraction f1: 0.1 [1]
arithmetic-mean corner: 6.8307 +3.6769 i [relative]
harmonic-mean corner: 3.3180 +0.0463 i [relative]
circle through eps1: centre: 465.7240 -443.8164 i [relative]
circle through eps1: radius: 641 [relative]
circle through eps2: centre: 2.9612 +3.9060 i [relative]
circle through eps2: radius: 3.876 [relative]
lens: smallest real part: 3.318 [relative]
lens: largest real part: 6.831 [relative]
lens: smallest imaginary part: 0.04626 [relative]
lens: largest imaginary part: 3.677 [relative]
lens: smallest loss tangent: 0.01394 [1]
lens: largest loss tangent: 0.5383 [1]
flooded spherical pores (on eps2 arc, t=f2/3): 3.8664 +0.1370 i [relative]
same pores filled with air: 2.7500 +0.0259 i [relative]
finite elements, sample 1, along x: 3.8715 +0.1429 i [relative]
finite elements, sample 1, along y: 4.0824 +0.2021 i [relative]
finite elements, long pore, across it: 3.5893 +0.0908 i [relative]
finite elements, long pore, along it: 4.7890 +0.5734 i [relative]
largest gap direct/spectral/column: 3.814e-15 [relative]
largest gap lens/linear programme: 3.333e-06 [relative]
skeleton arc, t=0.75: widest columns: 3.3838 +0.0532 i [relative]
skeleton arc, t=0.75: wide-column limit: 3.3780 +0.0523 i [relative]
skeleton arc, t=0.75: formula: 3.3780 +0.0523 i [relative]
water arc, t=0.9375: widest columns: 4.7170 +1.4991 i [relative]
water arc, t=0.9375: wide-column limit: 4.7158 +1.4979 i [relative]
water arc, t=0.9375: formula: 4.7158 +1.4979 i [relative]
pore diameter: 2 [nm]
bound-water layer: 0.3 [nm]
bound-water permittivity: 5 [relative]
bound share of pore water: 0.657 [1]
spherical pores with bound water: 3.4360 +0.0741 i [relative]
arithmetic mean with bound water: 4.4453 +1.2789 i [relative]
water near 350 K: 52.7609 +21.0064 i [relative]
arithmetic corner near 350 K: 7.9761 +2.1276 i [relative]
spherical pores near 350 K: 3.8501 +0.0895 i [relative]
arithmetic corner shift for +0.01 in f1: 0.3831 +0.3647 i [relative]
ionic conductivity of water: 0.01 [S/m]
ionic addition to Im eps1: 0.008988 [relative]
film thickness: 50 [nm]
applied field at 1 V: 0.2 [MV/cm]
dipole energy / thermal energy at 300 K: 0.02994 [1]
fractional loss of orientation response: 5.975e-05 [1]
retardation: film thickness x |k| in water: 0.0001556 [1]
pore diameter / film thickness: 0.04 [1]
PASS
```
